# Effective potential and subcritical switching barrier for axially symmetric spin torque

A model magnetic disc with an anisotropy barrier of $59.7\,kT$ has a mean switching time of $1.65\times10^{16}$ s at zero current. At 60% of its critical current the mean time is $11.5\ \mu$s. The drop of 21 orders of magnitude happens although the magnetization is still linearly stable and must be thermally activated. It follows from the barrier

$$\Delta E=E_0\left(1-\frac{I}{I_{c0}}\right)^2 ,$$

which at this current is 16% of $E_0$. Below, the barrier is derived together with the prefactor that turns it into a time.

## 1. Model and signs

The magnet is a single macrospin with unit magnetization $\mathbf m$ and moment $\mu$. Let $\theta$ be the angle from the easy axis $\hat{\mathbf z}$, $\phi$ the azimuth, and $z=\cos\theta$. The magnetic energy is $E=E_0\sin^2\theta=E_0(1-m_z^2)$, so the field is

$$\mathbf B=-\frac1\mu\frac{\partial E}{\partial\mathbf m}=B_k m_z\hat{\mathbf z},\qquad B_k=\frac{2E_0}{\mu}.$$

The spin polarization lies along the same axis. With Gilbert damping $\alpha$ and gyromagnetic ratio $\gamma>0$,

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}+\gamma a\,\mathbf m\times(\mathbf m\times\hat{\mathbf z}).$$

The current delivers $I/e$ electrons per second, each transferring angular momentum $\eta(\hbar/2)\sin\theta$, with a constant efficiency $\eta$. The magnet's angular momentum is $\mu/\gamma$, hence $|\dot{\mathbf m}|=\gamma a\sin\theta$ with

$$a=\frac{\hbar\eta I}{2e\mu}.$$

Since $\mathbf m\times(\mathbf m\times\hat{\mathbf z})=\mathbf m\cos\theta-\hat{\mathbf z}$ and $\hat{\boldsymbol\theta}\cdot\hat{\mathbf z}=-\sin\theta$, this torque has polar component $+\gamma a\sin\theta$. Positive $I$ therefore drives $\mathbf m$ away from $+\hat{\mathbf z}$, the initial state.

## 2. The closed polar equation

Call the sum of the field and spin torques $\mathbf T$, so that $\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\dot{\mathbf m}$. Taking $\mathbf m\times$ of this and using $\mathbf m\cdot\dot{\mathbf m}=0$ gives $\mathbf m\times\dot{\mathbf m}=\mathbf m\times\mathbf T-\alpha\dot{\mathbf m}$. Substitution yields $(1+\alpha^2)\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\mathbf T$. With $\mathbf m\times[\mathbf m\times(\mathbf m\times\hat{\mathbf z})]=-\mathbf m\times\hat{\mathbf z}$, collecting terms gives

$$(1+\alpha^2)\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf B+\alpha a\hat{\mathbf z})-\alpha\gamma\,\mathbf m\times\left[\mathbf m\times\left(\mathbf B-\frac a\alpha\hat{\mathbf z}\right)\right].$$

The torque enters precession as a field $+\alpha a$ and damping as a field $-a/\alpha$. These differ unless $a=0$, so no single energy generates both parts of the motion.

Now use $\mathbf m\times\hat{\mathbf z}=-\sin\theta\,\hat{\boldsymbol\phi}$ and $\mathbf m\times(\mathbf m\times\hat{\mathbf z})=\sin\theta\,\hat{\boldsymbol\theta}$:

$$\dot\theta=-\frac{\alpha\gamma}{1+\alpha^2}\sin\theta\left(B_k\cos\theta-\frac a\alpha\right),\qquad
\dot\phi=\frac{\gamma(B_k\cos\theta+\alpha a)}{1+\alpha^2}.$$

The polar equation does not contain $\phi$. Near $\theta=0$ its growth rate is proportional to $a/\alpha-B_k$, which vanishes at $a=\alpha B_k$. Inserting $a$ and $\mu B_k=2E_0$,

$$I_{c0}=\frac{2e\mu\alpha B_k}{\hbar\eta}=\frac{4e\alpha E_0}{\hbar\eta},\qquad i\equiv\frac I{I_{c0}}=\frac a{\alpha B_k}.$$

Near the opposite pole, $\delta=\pi-\theta$ obeys $\dot\delta\propto-(1+i)\delta$. Both poles are thus stable for $-1<i<1$, the range assumed below.

## 3. Effective potential and barrier

Define the mobility $\Gamma=\alpha\gamma/[(1+\alpha^2)\mu]$. Because $\mu B_k=2E_0$, the polar equation is

$$\dot\theta=-\Gamma\frac{dU}{d\theta},\qquad \frac{dU}{d\theta}=2E_0\sin\theta(\cos\theta-i).$$

Integrating from $U(0)=0$ and completing the square in $z$,

$$\begin{aligned}
U&=E_0[\sin^2\theta-2i(1-\cos\theta)]\\
&=E_0[1-2i+2iz-z^2]\\
&=E_0[(1-i)^2-(z-i)^2].
\end{aligned}$$

This is an inverted parabola in $z$ with its top at $z=i$. The height above $z=1$ is $E_0(1-i)^2$. At $z=-1$, $U=-4iE_0$, so the return barrier is $E_0(1+i)^2$. At $i=0$ both equal $E_0$; as $i\to1$ the top merges with the initial state.

The top is a ring, not a static saddle. Setting $\cos\theta=i$ and $a=\alpha B_ki$ in the azimuthal equation gives $\dot\phi=\gamma B_ki$. The magnetic energy on the ring is $E_0(1-i^2)$, which exceeds the barrier when $i>0$. The torque contributes $-2E_0i(1-i)$ to $U$, and the sum is $E_0(1-i)^2$.

## 4. Why this potential controls thermal escape

A deterministic potential gives an Arrhenius exponent if the noise is compatible with it. Add to $\mathbf B$ a white thermal field $\mathbf b$, interpreted in the Stratonovich sense, with

$$\langle b_j(t)b_k(t')\rangle=2D\,\delta_{jk}\delta(t-t').$$

Its properties are assumed independent of current: Joule heating and spin-current shot noise are left out.

Let $\nabla$ be the gradient on the unit sphere and $J\mathbf v=\mathbf m\times\mathbf v$ the quarter turn of a tangent vector. The tangent part of the Cartesian vector $\mathbf e_j$ is $\nabla m_j=\mathbf e_j-m_j\mathbf m$. The velocity per unit $b_j$ is therefore

$$\mathbf X_j=-\frac{\gamma}{1+\alpha^2}(J+\alpha J^2)\nabla m_j=\frac{\gamma}{1+\alpha^2}A\nabla m_j,\qquad A=\alpha-J,$$

because $J^2=-1$. The Stratonovich noise generator acting on a function $f$ is $D\sum_j\mathbf X_j\cdot\nabla(\mathbf X_j\cdot\nabla f)$. The product rule gives two kinds of term.

- Second derivatives of $f$ are contracted with $\sum_j(A\nabla m_j)(A\nabla m_j)^T=AA^T$. As $J^T=-J$, this matrix is $1+\alpha^2$ times the tangent identity.
- First derivatives of $f$ come from varying $\mathbf X_j$. Moving $\mathbf m$ by a tangent vector $\mathbf u$ changes $\nabla m_j$ by $-m_j\mathbf u$, apart from a normal part. The operator $J$ commutes with this tangent derivative, since the extra term $\mathbf u\times\mathbf v$ is normal. The sum is thus proportional to $A^2\sum_jm_j\nabla m_j=A^2\nabla(|\mathbf m|^2/2)=0$.

The noise is isotropic diffusion without extra drift, with coefficient $D\gamma^2/(1+\alpha^2)$. At zero current the stationary density must be $e^{-E/kT}$, which requires this coefficient to equal $\Gamma kT$. Hence $D=\alpha kT/(\gamma\mu)$.

For a density $\rho$ per unit solid angle that is independent of $\phi$, the currents are

$$\mathcal J_\theta=-\Gamma\left(\frac{dU}{d\theta}\rho+kT\frac{\partial\rho}{\partial\theta}\right),\qquad \mathcal J_\phi=\sin\theta\,\dot\phi\,\rho.$$

The density $\rho\propto e^{-U/kT}$ makes $\mathcal J_\theta$ vanish. The remaining $\mathcal J_\phi$ does not vary with $\phi$ and has zero divergence. The density is therefore stationary. The circulating current alone does not signal a departure from equilibrium, because precession produces one at zero current too. For $i\ne0$, however, the density differs from $e^{-E/kT}$, so it is not the thermal equilibrium of the magnet.

## 5. From barrier to mean time

Let $t(z)$ be the mean time to reach an absorbing value $z_a<i$. It obeys the backward equation, generator acting on $t$ equals $-1$. With $d/d\theta=-\sin\theta\,d/dz$,

$$\Gamma kT\,e^{U/kT}\frac d{dz}\left[(1-z^2)e^{-U/kT}\frac{dt}{dz}\right]=-1.$$

Divide by the outer factor and integrate from $z$ to 1, where the bracket vanishes:

$$\frac{dt}{dz}=\frac{e^{U(z)/kT}}{\Gamma kT(1-z^2)}\int_z^1e^{-U(y)/kT}dy.$$

Integrate again from $t(z_a)=0$. Let $\Delta=E_0/kT$ and $\tau_D=(1+\alpha^2)/(\alpha\gamma B_k)=1/(2\Gamma E_0)$, so $1/(\Gamma kT)=2\Delta\tau_D$. The time starting from $z=1$ is

$$\tau=2\Delta\tau_D\int_{z_a}^1\frac{dz}{1-z^2}\int_z^1dy\,e^{\Delta[(y-i)^2-(z-i)^2]}. \tag{1}$$

The absorbing point must lie well beyond the top, but not at $z_a=-1$: there the factor $1/(1-z^2)$ makes the integral diverge logarithmically, because diffusion on a surface does not hit a prescribed point.

For a high barrier the inner integral is dominated by $y=1-s$ with small $s$. Its exponent is $\Delta[(1-i)^2-2(1-i)s+s^2]$. Expanding $e^{\Delta s^2}$ to first order gives

$$\int_z^1e^{\Delta(y-i)^2}dy\simeq\frac{e^{\Delta(1-i)^2}}{2\Delta(1-i)}\left[1+\frac1{2\Delta(1-i)^2}\right].$$

The outer integral is dominated by $z=i+x$, with weight $e^{-\Delta x^2}$, area $\sqrt{\pi/\Delta}$ and $\langle x^2\rangle=1/(2\Delta)$. For $g=1/(1-z^2)$, $g''/g=(2+6z^2)/(1-z^2)^2$. Adding $\tfrac12\langle x^2\rangle g''/g$ and multiplying the factors,

$$\tau\simeq\tau_D\sqrt{\frac\pi\Delta}\,\frac{e^{\Delta(1-i)^2}}{(1-i)^2(1+i)}\left(1+\frac{c_1}\Delta\right), \tag{2}$$

$$c_1=\frac1{2(1-i)^2}+\frac{1+3i^2}{2(1-i^2)^2}.$$

The leading formula omits $c_1$. Its prefactor depends on current, so an attempt time fitted at one current should not be carried unchanged to another.

For numerical work, the inner integral in (1), including its factor $e^{-\Delta(z-i)^2}$, is

$$\frac{e^{\Delta[(1-i)^2-(z-i)^2]}F(\sqrt\Delta(1-i))-F(\sqrt\Delta(z-i))}{\sqrt\Delta},$$

where $F(x)=e^{-x^2}\int_0^xe^{s^2}ds$ is Dawson's function. This leaves one smooth integral. The disc values below use 400-point Gauss–Legendre quadrature and $z_a=i-6/\sqrt{2\Delta}$, six Gaussian widths beyond the top.

## 6. Worked example

The disc has diameter 30 nm, thickness 1 nm, magnetization $10^6$ A/m and effective anisotropy $3.5\times10^5$ J/m³, which includes the shape contribution. These are round model parameters, with $\alpha=0.01$, $\eta=0.6$ and $T=300$ K. The volume is $7.069\times10^{-25}$ m³, so

$$E_0=(3.5\times10^5)(7.069\times10^{-25})=2.474\times10^{-19}\ \mathrm J=1.544\ \mathrm{eV}.$$

Division by $kT=4.142\times10^{-21}$ J gives $\Delta=59.73$. The moment is $7.069\times10^{-19}$ A m², giving $B_k=2E_0/\mu=0.700$ T. The other scales are $I_{c0}=25.06\ \mu$A and $\tau_D=0.811$ ns.

| $i$ | barrier / $kT$ | $\tau$ from (1), s | leading formula, s |
|---|---:|---:|---:|
| 0 | 59.73 | $1.65\times10^{16}$ | $1.62\times10^{16}$ |
| 0.2 | 38.23 | $9.93\times10^6$ | $9.69\times10^6$ |
| 0.4 | 21.50 | 0.841 | 0.805 |
| 0.5 | 14.93 | $1.62\times10^{-3}$ | $1.52\times10^{-3}$ |
| 0.6 | 9.56 | $1.15\times10^{-5}$ | $1.03\times10^{-5}$ |
| 0.7 | 5.38 | $3.32\times10^{-7}$ | $2.63\times10^{-7}$ |

At $i=0.6$ the exponent is $59.73(0.4)^2=9.557$, and the leading formula reads

$$\tau\simeq(0.811\ \mathrm{ns})\sqrt{\frac\pi{59.73}}\,\frac{e^{9.557}}{(0.4)^2(1.6)}=10.3\ \mu\mathrm s.$$

The correction $c_1/\Delta=0.095$ raises this to $11.3\ \mu$s; integral (1) gives $11.5\ \mu$s. At $i=0.7$ the leading formula is 21% below the integral, so (1) is preferable once the barrier is only a few $kT$.

The ring at $i=0.6$ lies at $\theta=53.1^\circ$ and precesses at 11.8 GHz. Its magnetic energy is $38.23\,kT$, while the torque contributes $-28.67\,kT$ to $U$. Their sum is the activation barrier of $9.56\,kT$, or 0.247 eV.

The longest times are very sensitive to the inputs. At zero current, a 1% increase in $E_0$ multiplies the exponential by $e^{0.597}\simeq1.8$. The value $1.65\times10^{16}$ s is a property of this model, not a retention forecast for a fabricated disc.

## 7. Switching statistics

A mean time fixes the distribution if one slow decay dominates. Diagonalizing the axisymmetric diffusion operator in 200 Legendre polynomials at $i=0.6$ gives a slowest decay time of $11.50\ \mu$s, compared with $11.51\ \mu$s from (1). The next decay is 6600 times faster, about 1.7 ns. The return barrier is $59.73(1.6)^2\simeq153\,kT$, so return is negligible here. At $i=0$ the two wells are equivalent, escape and return add, and the slowest decay time is half the time given by (1). For a rectangular pulse of length $t_p$ much longer than these nanoseconds,

$$P=1-e^{-t_p/\tau}.$$

For $t_p=10\ \mu$s:

| $i$ | $\tau$, $\mu$s | $P$ |
|---|---:|---:|
| 0.55 | 115 | 0.083 |
| 0.60 | 11.5 | 0.581 |
| 0.65 | 1.63 | 0.998 |

A change of $0.10I_{c0}$, or $2.5\ \mu$A, spans most of the transition. The logarithmic slope of the leading formula explains this width:

$$\frac{d\ln\tau}{di}=-2\Delta(1-i)+\frac2{1-i}-\frac1{1+i}.$$

At $i=0.6$ it is $-47.8+5.0-0.6=-43.4$. The outer two table entries give an average slope $\ln(1.63/115)/0.10\simeq-43$.

A low-barrier case shows where the integral remains useful. The full three-dimensional stochastic equation was integrated by Heun's method for 2500 macrospins, with $\Delta=12$, $i=0.5$, $\alpha=0.5$, $z_a=-0.5$ and time step $0.03/(\gamma B_k)$. The mean passage time was $39.8\pm0.7\,\tau_D$ (one standard error), and (1) gives $39.5\,\tau_D$. The barrier is $3\,kT$, for which the leading formula gives about $27\,\tau_D$. The fraction surviving beyond the integral's mean time was 0.373, close to $e^{-1}=0.368$.

## 8. Extracting $E_0$ from data

Suppose the barrier is measured near one current and its tangent is extended to zero. The intercept is

$$\begin{aligned}
\Delta E-i\frac{d\Delta E}{di}&=E_0[(1-i)^2+2i(1-i)]\\
&=E_0(1-i^2).
\end{aligned}$$

At $i=0.6$ this gives $38.2\,kT$ instead of $59.7\,kT$, an underestimate of 36%. This is the tangent to the barrier itself. A tangent to $\ln(\tau/\tau_0)$ also carries the current dependence of the prefactor: with a fixed $\tau_0=1$ ns, integral (1) gives an intercept of about 35, or 41% too low. The intercept equals the magnetic energy on the ring for a reason. At the top $\partial U/\partial\theta=0$, so moving the top does not affect the first derivative of its height with current. That derivative is $-2E_0(1-\cos\theta)$, and subtracting $i$ times it removes the torque part of $U$.

A fit should therefore use the quadratic barrier and the current-dependent prefactor in (2), or integral (1) directly.

## 9. Extensions and failure of the law

**Axial field.** Add a field $hB_k\hat{\mathbf z}$, external or from a field-like torque. The polar drift becomes proportional to $\cos\theta+h-i$, so $i$ is replaced by $i-h$ in $U$, up to a constant. For $|i-h|<1$,

$$\Delta E=E_0(1-i+h)^2.$$

With $i=0.4$ and $h=0.1$ it is $0.49E_0$. At fixed $h$ the critical current is $(1+h)I_{c0}$. If $h$ itself varies linearly with current, the square root of the barrier remains linear in current.

**Angle-dependent efficiency.** Let $a$ be proportional to $1/(1+\lambda\cos\theta)$ with $0<\lambda<1$, and define $i$ by its value at $\theta=0$. For $0\le i<1$ the top lies at the root $z_*\ge0$ of the second equation below, and

$$\Delta E=2E_0\int_{z_*}^1\left[z-\frac{i(1+\lambda)}{1+\lambda z}\right]dz,\qquad z_*(1+\lambda z_*)=i(1+\lambda).$$

Integration gives

$$\Delta E=E_0\left[1-z_*^2-\frac{2i(1+\lambda)}\lambda\ln\frac{1+\lambda}{1+\lambda z_*}\right].$$

For $\lambda=i=0.5$ the result is $0.211E_0$, not $0.25E_0$. Near threshold the integrand is a small triangle: its value at $z=1$ is $1-i$, and its slope tends to $(1+2\lambda)/(1+\lambda)$. Twice its area gives

$$\Delta E\simeq E_0\frac{1+\lambda}{1+2\lambda}(1-i)^2.$$

The exponent 2 survives near threshold, but the coefficient changes. For $\lambda=0.5$ it is 0.75.

**Broken axial symmetry.** A transverse field $B_x$ adds

$$\frac{\gamma B_x}{1+\alpha^2}(-\sin\phi+\alpha\cos\theta\cos\phi)$$

to $\dot\theta$. With $B_x=0.05B_k$, $\alpha=0.01$, $i=0.5$ and $\theta=0.8$ rad, the polar rate varies by $0.10\,\gamma B_k$ around the circle. The axial drift at the same angle is about $0.0014\,\gamma B_k$ in magnitude. The polar equation is no longer closed, and the one-angle potential above does not exist. This comparison overstates the effect on escape, because at such weak damping the modulation largely averages out over one precession orbit. The energy $E$ is then the slow variable, with an effective potential fixed by $dU/dE=1-W/L$, where $W$ is the work of the spin torque and $L$ the damping loss per orbit. For this field and current the orbit-averaged barrier is $0.249E_0$ instead of $0.25E_0$, and the mean time of the disc is about 6% shorter than the axial value. When damping is too strong for orbit averaging, the two-angle problem must be solved.

**Near or above threshold.** At $i\ge1$ the initial barrier is absent. Just below threshold it exists, but an Arrhenius law still requires $\Delta(1-i)^2\gg1$. For this disc a barrier of at least $5\,kT$ means $i\le1-\sqrt{5/59.73}=0.71$.

**Nonuniform reversal.** The derivation assumes that the whole disc turns together. If reversal begins in part of the disc, neither $E_0$ nor the quadratic law follows from this calculation.
